\section*{Gradient, Hessian and normal modes of rigid molecules in angle-axis variables, part 1}

(Sections cited here and not found follow in the second part.)

\section{From site forces to gradient and Hessian}

\textbf{Q:} I have a potential that depends on the positions of atoms, or of other interaction sites, and I want to hold each molecule rigid. What are the variables, and what is assumed?

\textbf{A:} Each molecule has a reference point $\mathbf X$ and a rotation vector $\mathbf p$. The direction of $\mathbf p$ is the rotation axis, and its length $\theta=|\mathbf p|$ is the angle in radians. With $\mathbf s_i$ the fixed position of site $i$ in the body frame,
\begin{equation}
\mathbf r_i=\mathbf X+\mathbf x_i,\qquad \mathbf x_i=R(\mathbf p)\,\mathbf s_i,\qquad R(\mathbf p)=e^{K},\quad K=[\mathbf p]_\times ,
\label{sites}
\end{equation}
where $[\mathbf p]_\times\mathbf v=\mathbf p\times\mathbf v$ for every $\mathbf v$. I call $\mathbf x_i$ the arm of the site. The potential $V$ depends on the site positions alone and is twice differentiable. The algebra is in atomic units; numbers are in eV and angstrom.

\textbf{Q:} An exponential of a matrix is not something I can differentiate by eye. Can it be written out?

\textbf{A:} Yes, because the powers of $K$ repeat. From $\mathbf p\times(\mathbf p\times\mathbf v)=\mathbf p(\mathbf p\cdot\mathbf v)-\theta^2\mathbf v$, one more cross product with $\mathbf p$ removes the first term and gives $K^3=-\theta^2K$. Collecting odd and even powers in the series for $e^{uK}$, with $u$ a number,
\begin{align}
e^{uK}&=1+K\Bigl(u-\frac{u^3\theta^2}{3!}+\dots\Bigr)+K^2\Bigl(\frac{u^2}{2!}-\frac{u^4\theta^2}{4!}+\dots\Bigr)\nonumber\\
&=1+\frac{\sin u\theta}{\theta}K+\frac{1-\cos u\theta}{\theta^2}K^2 .
\label{rodrigues}
\end{align}
At $u=1$ this is $R$.

\textbf{Q:} Then I would guess that changing $\mathbf p$ by $\delta\mathbf p$ turns the molecule by the small rotation $\delta\mathbf p$.

\textbf{A:} That holds at $\mathbf p=0$, but not in general, because $K$ and its change $\delta K=[\delta\mathbf p]_\times$ need not commute. Let $R_u=e^{uK}$ and $A_u=\delta R_u\,R_u^{T}$. Varying $R_uR_u^T=1$ shows that $A_u$ is antisymmetric, so $A_u=[\boldsymbol\alpha_u]_\times$ for some vector $\boldsymbol\alpha_u$, which is the small rotation we seek. From $dR_u/du=KR_u$ we have
\[
\frac{d}{du}\delta R_u=\delta K\,R_u+K\,\delta R_u,\qquad \frac{d}{du}R_u^T=-R_u^TK,
\]
and therefore
\begin{equation}
\frac{dA_u}{du}=\delta K+KA_u-A_uK .
\end{equation}
The commutator of $[\mathbf p]_\times$ and $[\boldsymbol\alpha]_\times$ is $[\mathbf p\times\boldsymbol\alpha]_\times$, by the Jacobi identity for cross products. In vector form,
\begin{equation}
\frac{d\boldsymbol\alpha_u}{du}=\delta\mathbf p+\mathbf p\times\boldsymbol\alpha_u,\qquad \boldsymbol\alpha_0=0 .
\end{equation}
This is a linear equation with a constant source. Its solution at $u=1$ is $\boldsymbol\alpha_1=J\,\delta\mathbf p$ with
\begin{equation}
J=\int_0^1e^{uK}du=1+bK+cK^2,\qquad b=\frac{1-\cos\theta}{\theta^2},\quad c=\frac{\theta-\sin\theta}{\theta^3},
\label{J}
\end{equation}
where \eqref{rodrigues} was integrated term by term. Let $\mathbf a_k$ be column $k$ of $J$, and $\partial_k=\partial/\partial p_k$. Then
\begin{equation}
\partial_k\mathbf x_i=\mathbf a_k\times\mathbf x_i .
\label{first}
\end{equation}
Along a motion, $\dot{\mathbf x}_i=(J\dot{\mathbf p})\times\mathbf x_i$, so the angular velocity in the space frame is $\boldsymbol\omega=J\dot{\mathbf p}$, not $\dot{\mathbf p}$.

\textbf{Q:} Where do the forces enter?

\textbf{A:} Through the chain rule. Let $\mathbf g_i=\partial V/\partial\mathbf r_i$, which is minus the force on site $i$, and let
\begin{equation}
\mathbf t=\sum_i\mathbf x_i\times\mathbf g_i ,
\end{equation}
which is minus the torque about $\mathbf X$. The sums run over the sites of the molecule whose variables are differentiated. A shift of $\mathbf X$ moves all these sites equally. For the rotation, \eqref{first} and a cyclic permutation of the triple product give
\begin{equation}
\partial_kV=\sum_i\mathbf g_i\cdot(\mathbf a_k\times\mathbf x_i)=\mathbf a_k\cdot\sum_i\mathbf x_i\times\mathbf g_i=\mathbf a_k\cdot\mathbf t .
\end{equation}
Together,
\begin{equation}
\frac{\partial V}{\partial\mathbf X}=\sum_i\mathbf g_i,\qquad \frac{\partial V}{\partial\mathbf p}=J^T\mathbf t .
\label{gradient}
\end{equation}

\textbf{Q:} Does the factor $J^T$ matter in numbers?

\textbf{A:} Take $\mathbf p=(0.4,-0.3,1.1)$ and, from a pair of model molecules specified in the second half, $\mathbf t=(-0.031788,-0.005843,0.017240)$ eV/rad. Since $K^T=-K$,
\begin{equation}
J^T\mathbf t=\mathbf t-b\,\mathbf p\times\mathbf t+c\,[\mathbf p(\mathbf p\cdot\mathbf t)-\theta^2\mathbf t].
\label{Jt}
\end{equation}
Here $\theta^2=1.46$, $b=0.4421$ and $c=0.1549$. The second term is $(-0.00056,0.01851,0.00525)$ and the third is $(0.00769,0.00095,-0.00254)$, both in eV/rad. The sum is $(-0.0247,0.0136,0.0200)$ eV/rad. The second component has changed sign relative to $\mathbf t$, so a steepest-descent step that used $\mathbf t$ itself as the gradient would go the wrong way along $p_2$. A short step of this kind still lowers the energy when $\theta<\pi$, because the symmetric part of $J$, $1+cK^2$, has the positive eigenvalues $1$ and $\sin\theta/\theta$; but it is not the steepest direction in $\mathbf p$.

\textbf{Q:} Could $J^T\mathbf t$ vanish while a torque remains? An optimizer would then stop at a false stationary point.

\textbf{A:} That requires $\det J=0$. On the axis $J$ acts as $1$, since $K\mathbf p=0$. In the plane perpendicular to it $K$ has eigenvalues $\pm i\theta$, so $J$ has the eigenvalues
\[
\int_0^1e^{\pm iu\theta}du=\frac{e^{\pm i\theta}-1}{\pm i\theta}=e^{\pm i\theta/2}\,\frac{\sin(\theta/2)}{\theta/2}.
\]
Their product gives
\begin{equation}
\det J=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2 .
\label{detJ}
\end{equation}
There is no zero for $\theta<2\pi$. At $\theta=2\pi$ one has $b=0$, $c=1/\theta^2$ and $J=\mathbf n\mathbf n^T$ with $\mathbf n=\mathbf p/\theta$, so any torque perpendicular to $\mathbf n$ is lost from the gradient. The cure is to replace $\mathbf p$ by $\mathbf p(1-2\pi/\theta)$ once $\theta$ exceeds $\pi$. The new vector describes the same orientation, because the two angles about $\mathbf n$ differ by a full turn.

\textbf{Q:} For the Hessian, I would take the Cartesian site Hessian and project it onto the rigid motions. Is that enough?

\textbf{A:} It gives one of two terms. Let $q_a$ be any of the rigid-body variables and $h_{ij}=\partial^2V/\partial\mathbf r_i\partial\mathbf r_j$, a $3\times3$ block. Differentiating $\partial V/\partial q_a=\sum_i\mathbf g_i\cdot\partial\mathbf r_i/\partial q_a$ once more gives
\begin{equation}
H_{ab}=\sum_{ij}\left(\frac{\partial\mathbf r_i}{\partial q_a}\right)^{T}h_{ij}\,\frac{\partial\mathbf r_j}{\partial q_b}+\sum_i\mathbf g_i\cdot\frac{\partial^2\mathbf r_i}{\partial q_a\partial q_b},
\label{twoterms}
\end{equation}
with sums over the sites of all molecules. Write the first term as $B^ThB$. The columns of $B$ are the site tangents: for a site of the molecule concerned, $\partial\mathbf r_i/\partial\mathbf X=1$ and, from \eqref{first}, $\partial\mathbf r_i/\partial\mathbf p=-[\mathbf x_i]_\times J$. The minus sign comes from $\mathbf a_k\times\mathbf x_i=-\mathbf x_i\times\mathbf a_k$. For two molecules, marked by a prime on the second, the blocks of $B^ThB$ are
\begin{align}
(B^ThB)_{XX'}&=\sum_{ij}h_{ij},\qquad
(B^ThB)_{Xp'}=-\sum_{ij}h_{ij}[\mathbf x_j]_\times J',\nonumber\\
(B^ThB)_{pp'}&=-\sum_{ij}J^T[\mathbf x_i]_\times h_{ij}[\mathbf x_j]_\times J',
\end{align}
with $i$ in the first molecule and $j$ in the second. In the last line one of the two minus signs has been absorbed by $[\mathbf x_i]_\times^T=-[\mathbf x_i]_\times$. The same expressions hold within one molecule, with both indices running over its sites.

\textbf{Q:} And the second term of \eqref{twoterms}?

\textbf{A:} The sites are linear in $\mathbf X$, and they depend on no other molecule's variables. The term, which I call $C$, therefore lives in the $pp$ block of each single molecule. Differentiating \eqref{first},
\begin{equation}
\partial_l\partial_k\mathbf x=(\partial_l\mathbf a_k)\times\mathbf x+\mathbf a_k\times(\mathbf a_l\times\mathbf x).
\label{second}
\end{equation}
Multiply by $\mathbf g$ and sum over sites. The first part becomes $\mathbf t\cdot\partial_l\mathbf a_k$ by the same permutation as before. For the second, the double cross product is $\mathbf a_l(\mathbf a_k\cdot\mathbf x)-\mathbf x(\mathbf a_k\cdot\mathbf a_l)$. With the $3\times3$ matrix
\begin{equation}
W=\sum_i\mathbf x_i\mathbf g_i^T,\qquad \operatorname{tr}W=\sum_i\mathbf x_i\cdot\mathbf g_i ,
\end{equation}
the result is
\begin{equation}
C_{pp}=J^T(W-\operatorname{tr}W)J+D,\qquad D_{kl}=\mathbf t\cdot\partial_l\mathbf a_k .
\label{C}
\end{equation}

\textbf{Q:} A Hessian must be symmetric. I see no reason for $W$ or $D$ to be.

\textbf{A:} Neither is symmetric in general, but their antisymmetric parts cancel. The left side of \eqref{second} does not change when $k$ and $l$ are exchanged, so
\[
(\partial_l\mathbf a_k-\partial_k\mathbf a_l)\times\mathbf x=-\mathbf a_k\times(\mathbf a_l\times\mathbf x)+\mathbf a_l\times(\mathbf a_k\times\mathbf x)=-(\mathbf a_k\times\mathbf a_l)\times\mathbf x .
\]
This holds for every arm $\mathbf x$, hence $\partial_l\mathbf a_k-\partial_k\mathbf a_l=-\mathbf a_k\times\mathbf a_l$ and $D_{kl}-D_{lk}=-\mathbf t\cdot(\mathbf a_k\times\mathbf a_l)$. On the other side,
\begin{align}
\mathbf a_k^T(W-W^T)\mathbf a_l&=\sum_i\bigl[(\mathbf a_k\cdot\mathbf x_i)(\mathbf a_l\cdot\mathbf g_i)-(\mathbf a_k\cdot\mathbf g_i)(\mathbf a_l\cdot\mathbf x_i)\bigr]\nonumber\\
&=\sum_i(\mathbf a_k\times\mathbf a_l)\cdot(\mathbf x_i\times\mathbf g_i)=+\,\mathbf t\cdot(\mathbf a_k\times\mathbf a_l).
\label{antisym}
\end{align}
The sum is zero, so $C$ is symmetric. Equation \eqref{antisym} also shows that $W$ itself is symmetric when $\mathbf t=0$.

\textbf{Q:} I still cannot evaluate $D$.

\textbf{A:} Since $(J^T\mathbf t)_k=\mathbf a_k\cdot\mathbf t$, the matrix $D$ is the derivative of \eqref{Jt} with respect to $p_l$ at fixed $\mathbf t$. The coefficients depend on $\mathbf p$ through $\theta$, and $\partial_l\theta=p_l/\theta$. So $\partial_lb=b_1p_l$ and $\partial_lc=c_1p_l$, with
\begin{equation}
b_1=\frac{1}{\theta}\frac{db}{d\theta}=\frac{1}{\theta^2}\left(\frac{\sin\theta}{\theta}-2b\right),\qquad
c_1=\frac{1}{\theta}\frac{dc}{d\theta}=\frac{b-3c}{\theta^2}.
\end{equation}
The explicit $\mathbf p$ in $-b\,\mathbf p\times\mathbf t$ contributes $-b\,\mathbf e_l\times\mathbf t=b\,\mathbf t\times\mathbf e_l$, which is column $l$ of $b[\mathbf t]_\times$. The explicit $\mathbf p$ in the bracket of \eqref{Jt} contributes $\delta_{kl}\,\mathbf p\cdot\mathbf t+p_kt_l-2p_lt_k$. Altogether,
\begin{align}
D={}&-b_1(\mathbf p\times\mathbf t)\mathbf p^T+b[\mathbf t]_\times+c_1\bigl(\mathbf p(\mathbf p\cdot\mathbf t)-\theta^2\mathbf t\bigr)\mathbf p^T\nonumber\\
&+c\bigl[(\mathbf p\cdot\mathbf t)\,1+\mathbf p\mathbf t^T-2\,\mathbf t\mathbf p^T\bigr].
\label{D}
\end{align}
Near $\theta=0$ the quotients lose digits by cancellation, and their series take over: $b=\frac12-\theta^2/24+\dots$, $c=\frac16-\theta^2/120+\dots$, $b_1=-\frac1{12}+\dots$, $c_1=-\frac1{60}+\dots$. At $\mathbf p=0$ what is left is $D=\frac12[\mathbf t]_\times$. Equation \eqref{antisym} with $J=1$ reads $W-W^T=-[\mathbf t]_\times$, so there $C_{pp}=\frac12(W+W^T)-\operatorname{tr}W$.

\textbf{Q:} That is a long formula to take on trust.

\textbf{A:} It was tested against finite differences at four values of $\mathbf p$ for one molecule of the pair: zero, a small vector, the vector used above, and one with $\theta$ above $\pi$. The energies being differenced came from matrix exponentials, not from \eqref{rodrigues}. The largest gradient error was $1.5\times10^{-10}$ relative to one plus the largest gradient component. The Hessian, compared with differences of the gradient, had a largest error of $8\times10^{-10}$ on the corresponding scale.

\textbf{Q:} At a minimum the forces are gone. Surely $C$ can then be dropped?

\textbf{A:} At a minimum the net force and the torque on each rigid molecule vanish, so $D=0$. The individual $\mathbf g_i$ need not vanish, because the rigid frame carries them, and $W$ is built from the individual $\mathbf g_i$.

A pendulum shows what is at stake. Fix $\mathbf X$ and hang one site below it, $\mathbf x=-\ell\mathbf e_z$, under a constant weight $F$, so that $V=Fz$, $\mathbf g=F\mathbf e_z$ and $h=0$. Then $\mathbf t=0$ and $W=-\ell F\,\mathbf e_z\mathbf e_z^T$. At $\mathbf p=0$,
\begin{equation}
C_{pp}=W-\operatorname{tr}W=\ell F\,(1-\mathbf e_z\mathbf e_z^T).
\end{equation}
This is the stiffness $\ell F$ for tilting about either horizontal axis, in agreement with $V=-F\ell\cos\phi\approx-F\ell+\frac12F\ell\phi^2$. The projected site Hessian is zero here, and the whole restoring effect comes from $C$.

The gradient and Hessian in rigid-body variables now follow from the site derivatives, including a site-force term $C$ that need not vanish at a minimum. What remains is to find the metric from the kinetic energy and to obtain the normal-mode frequencies.

Numbers in the example were calculated in double precision.
